# Why powder inelastic neutron data are not the phonon density of states

**Q.** I have a powder spectrum of a metal hydride, taken in neutron energy loss. I divided out the flux ratio, $Q^2$ and the factor $(n+1)/\omega$, with $n$ the Bose occupation and $\omega$ the energy loss, and scaled the result to unit area. That is the phonon density of states, and I mean to compute the zero-point energy and the heat capacity from it. Is anything missing?

**A.** The factors you removed are the same for every atom. Some of those that remain are not. Let us derive the intensity and see what your division leaves.

I use $\hbar=1$, write $T$ for $k_BT$, and count $\omega>0$ as energy lost by the neutron. The wave number changes from $k$ to $k'$, and $\mathbf Q$ is the momentum transfer. In the Born approximation the amplitude is a sum over nuclei of scattering lengths $b_j$ times $e^{i\mathbf Q\cdot\mathbf r_j}$. Suppose first that the $b_j$ fluctuate independently about zero, as they may through nuclear spin. Products from different nuclei then average to zero, and each nucleus scatters alone with $\sigma_d=4\pi\langle b_d^2\rangle$. Per unit cell,

$$\frac{d^2\sigma}{d\Omega\,d\omega}=\frac{k'}{k}\,\frac{1}{4\pi}\sum_d\sigma_d S_d(\mathbf Q,\omega),$$

$$S_d=\frac1{2\pi}\int dt\,e^{-i\omega t}\left\langle e^{-i\mathbf Q\cdot\mathbf u_d(0)}e^{i\mathbf Q\cdot\mathbf u_d(t)}\right\rangle .$$

Here $d$ labels the atoms of the cell and $\mathbf u_d$ is the displacement. Inserting eigenstates turns the average into a sum of squared matrix elements times $e^{i(E_f-E_i)t}$, so the integral selects $\omega=E_f-E_i$, as energy conservation requires.

**Q.** Where do the phonons enter?

**A.** Through the average. Put $A=-i\mathbf Q\cdot\mathbf u_d(0)$ and $B=i\mathbf Q\cdot\mathbf u_d(t)$. In a harmonic crystal both are linear in the phonon operators, so $[A,B]$ is a number and

$$e^Ae^B=e^{A+B}e^{[A,B]/2}.$$

In thermal equilibrium a linear combination of harmonic coordinates and momenta has a Gaussian distribution of mean zero, so $\langle e^{A+B}\rangle=e^{\langle(A+B)^2\rangle/2}$. The exponents add up to

$$\tfrac12\langle A^2+B^2+AB+BA\rangle+\tfrac12\langle AB-BA\rangle
=\tfrac12\langle A^2\rangle+\tfrac12\langle B^2\rangle+\langle AB\rangle .$$

Both squares equal $-\langle(\mathbf Q\cdot\mathbf u_d)^2\rangle\equiv-2W_d$, since equilibrium averages do not depend on time. In $AB$ the factors $-i$ and $i$ multiply to $+1$. Hence

$$\langle e^Ae^B\rangle=e^{-2W_d}\exp\langle\mathbf Q\cdot\mathbf u_d(0)\;\mathbf Q\cdot\mathbf u_d(t)\rangle .$$

Expand the second exponential. Its first term, 1, is elastic scattering, the linear term is one-phonon scattering, and higher terms are multiphonon scattering.

For the linear term we need the modes $s$ of a crystal with $N$ cells:

$$\mathbf u_d(t)=\sum_s\frac{1}{\sqrt{2NM_d\omega_s}}\left(\mathbf e_{ds}a_se^{-i\omega_st}+\mathbf e_{ds}^*a_s^\dagger e^{i\omega_st}\right),\qquad \sum_d|\mathbf e_{ds}|^2=1 .$$

The phase belonging to the cell is included in $\mathbf e_{ds}$. The eigenvectors are those of the mass-weighted force constants, so a displacement is an eigenvector component divided by $\sqrt{M_d}$. With $\langle a_sa_s^\dagger\rangle=n_s+1$ and $\langle a_s^\dagger a_s\rangle=n_s$,

$$\langle\mathbf Q\cdot\mathbf u_d(0)\,\mathbf Q\cdot\mathbf u_d(t)\rangle=\sum_s\frac{|\mathbf Q\cdot\mathbf e_{ds}|^2}{2NM_d\omega_s}\left[(n_s+1)e^{i\omega_st}+n_se^{-i\omega_st}\right].$$

The first exponential gives $\delta(\omega-\omega_s)$, energy loss, and the second gives energy gain. The one-phonon loss is therefore

$$S_d^{(1)}=e^{-2W_d}\sum_s\frac{|\mathbf Q\cdot\mathbf e_{ds}|^2}{2NM_d\omega_s}(n_s+1)\,\delta(\omega-\omega_s).$$

**Q.** The powder average should remove the eigenvectors. Each direction is equally likely, so every mode should count once.

**A.** It removes their direction, but not their length on each atom. Define the partial density

$$g_d(\omega)=\frac1{3N}\sum_s|\mathbf e_{ds}|^2\delta(\omega-\omega_s).$$

Its area is 1, because at each wave vector the eigenvectors form a complete set and supply a total of 3 for the three directions of atom $d$.

Now assume that every atom sits on a site of cubic symmetry. The symmetric part of the tensor $N^{-1}\sum_s e_{ds,a}e_{ds,b}^*\delta(\omega-\omega_s)$ is unchanged by the rotations of the site, so it is a multiple of the unit tensor. Its trace is $3g_d$, so the multiple is $g_d$, and

$$\frac1N\sum_s|\mathbf Q\cdot\mathbf e_{ds}|^2\delta(\omega-\omega_s)=Q^2g_d(\omega).$$

By the same symmetry $2W_d=Q^2U_d$, where $U_d$ is the mean square displacement along one axis. Setting $t=0$ in the correlation function, with $2n+1=\coth(\omega/2T)$, gives

$$U_d=\frac1{2M_d}\int d\omega\,\frac{g_d(\omega)}{\omega}\coth\frac{\omega}{2T}.$$

The one-phonon loss is now independent of direction, so averaging over the grains changes nothing:

$$S_d^{(1)}=e^{-Q^2U_d}\,\frac{Q^2}{2M_d}\,\frac{n(\omega)+1}{\omega}\,g_d(\omega).$$

Divide the cross section by $k'/k$, by $Q^2$ and by $(n+1)/\omega$, and drop the constant $1/8\pi$. What is left is

$$G(Q,\omega)=\sum_d\frac{\sigma_d}{M_d}\,e^{-Q^2U_d}\,g_d(\omega).$$

This is a generalised density of states. For $r$ atoms per cell the true density is

$$g(\omega)=\frac1{3rN}\sum_s\delta(\omega-\omega_s)=\frac1r\sum_dg_d(\omega),$$

where the second form follows from $\sum_d|\mathbf e_{ds}|^2=1$. In $g$ all atoms have the same weight. In $G$ they do not.

**Q.** Scaling to unit area might repair that. When do the two shapes agree?

**A.** Take two atoms with weights $f_1$ and $f_2$, where $f_d=(\sigma_d/M_d)e^{-Q^2U_d}$. Since the areas of $g_1$ and $g_2$ are 1,

$$\frac{f_1g_1+f_2g_2}{f_1+f_2}-\frac{g_1+g_2}{2}
=\frac{f_1-f_2}{2(f_1+f_2)}\,(g_1-g_2).$$

The difference vanishes when the weights are equal or when the partial densities are the same. A crystal with a single atom per cell has no such difference, and there your procedure does give $g$ under the assumptions made. A hydride is far from both cases: the weights are very different, and the light atom moves mainly in other modes than the heavy one.

**Q.** How large is the effect in a hydride?

**A.** Consider a rocksalt model with cubic lattice constant 4.0 Å and round parameters. The light atom has mass 1 u and cross section $8.0\times10^{-7}$ Å$^2$, roughly the values for hydrogen. The metal, no particular element, has 50 u and $5.0\times10^{-8}$ Å$^2$. Central springs join nearest neighbours: 1.0 eV/Å$^2$ between H and metal, 0.1 between H atoms and 1.5 between metal atoms. The temperature is $T=0.02$ eV. I diagonalised the dynamical matrix on a uniform mesh of wave vectors, with 36 points along each axis, and summed the modes.

There are two bands. The low one ends at 0.034 eV; the high one runs from 0.092 to 0.109 eV. Each holds three of the six branches, so each has half the area of $g$. The area of $g_H$ in the low band is 0.0078, and that of $g_M$ is 0.9922.

On this mesh the displacements are $U_H=0.0233$ Å$^2$ and $U_M=0.0044$ Å$^2$. They converge slowly because of the long acoustic waves: a denser mesh raises both by about 0.0001 Å$^2$, which brings $U_M$ to 0.0045 Å$^2$ and leaves the weight ratios below unchanged. At $Q=4$ Å$^{-1}$ the Debye-Waller factors are 0.689 for H and 0.931 for the metal. The ratio of the weights is

$$\frac{f_H}{f_M}=\frac{8.0\times10^{-7}/1}{5.0\times10^{-8}/50}\times\frac{0.689}{0.931}=800\times0.740=592 .$$

In units of $f_M$ the low band of $G$ has area $592\times0.0078+0.9922=5.6$, and the whole of $G$ has area $592+1=593$. The low band thus appears with a share of 0.0095 instead of 0.5.

**Q.** Then my zero-point energy is wrong too.

**A.** Yes. There are three modes per atom, each with energy $\omega/2$, so the zero-point energy per atom is $\frac32\int g\,\omega\,d\omega$. The model gives 0.093 eV. With $G$ at $Q=4$ Å$^{-1}$, scaled to unit area, in place of $g$, one gets 0.150 eV, which is 61% above the true value.

The heat capacity errs in the other direction. The thermal energy of a mode is $\omega/(e^{\omega/T}-1)$. Differentiating with respect to $T$ and writing $x=\omega/T$ gives, per atom,

$$\frac{C}{k_B}=3\int d\omega\,g(\omega)\,\frac{x^2e^x}{(e^x-1)^2}.$$

The true density gives $1.58\,k_B$, and $G$ gives $0.53\,k_B$, one third of it. The high band has $x\approx5$, where the fraction in the integrand is about $25e^{-5}\approx0.17$. Those modes are nearly frozen, and $G$ consists almost wholly of them.

**Q.** I see a remedy. The low band is metal motion and the high band is hydrogen motion. I divide the low band by $f_M$ and the high band by $f_H$.

**A.** Try it on the model. The high band comes out with area 0.99, which is good. The low band comes out with 5.6, where it should have about 1. Its share is then $5.6/(5.6+0.99)=0.85$, so an error in one direction has been replaced by an error in the other.

The fault lies in calling the low band's signal metal scattering. Of its 5.6 units, $592\times0.0078\approx4.6$ come from hydrogen, a fraction of 0.82.

**Q.** How can that be, when hydrogen has less than one per cent of its partial density there?

**A.** It is carried along. In a long acoustic wave all atoms of a cell move by the same displacement. An eigenvector component is $\sqrt{M_d}$ times the displacement, so $|\mathbf e_d|^2\propto M_d$. This cancels the $1/M_d$ in the weight:

$$\frac{\sigma_d}{M_d}|\mathbf e_d|^2\propto\sigma_d .$$

Apart from the Debye-Waller factors, the atoms then contribute in the ratio of their cross sections, here 16 to 1 in favour of hydrogen. The small mass makes the hydrogen part of the eigenvector small, but the neutron responds to the displacement, which is as large as that of the metal.

Over the whole low band the advantage is smaller. In the limit $Q\to0$, where the Debye-Waller factors are 1, hydrogen supplies 0.863 of the low-band signal, or $0.863/0.137=6.3$ times the metal's part. Much of the reduction follows from the equation of motion. Let $u_x$ and $v_x$ be the H and metal amplitudes along $x$ for wave vector $\mathbf q$, let $a$ be the lattice constant and $K$ the H–metal spring. Leaving out the weak H–H springs,

$$M_H\omega^2u_x=2Ku_x-2K\cos(q_xa/2)\,v_x .$$

For $\omega$ well below the high band the left side can be neglected, and $u_x\approx v_x\cos(q_xa/2)$. The metal atoms on the two sides of a hydrogen no longer move in step, and their pulls partly cancel. The average of $\cos^2$ over wave vectors is $\frac12$, which turns 16 into 8. The plain average applies because at each wave vector the three low branches together hold nearly all of the metal's weight along $x$. The two neglected terms act in opposite directions: the H–H springs stiffen the hydrogen and lower $u_x$, while the inertial term replaces $2K$ by $2K-M_H\omega^2$ and raises it. Their net effect is the step from 8 to 6.3.

**Q.** Could I use mode counting instead, and scale each band to area one half?

**A.** In this model that corrects the areas, because the bands are separated by a gap and you know that each holds three branches. It also leaves the high band nearly right in shape, since the metal's part of $g$ is very small there. The low band keeps a distorted shape: it is mostly $g_H$, whereas the true density there is mostly $g_M$. At 4 Å$^{-1}$, with bins of 0.001 eV, about 9% of its area is in the wrong place. Integrated quantities hardly notice this in the model: the rescaled curve gives a zero-point energy of 0.092 eV and a heat capacity of $1.60\,k_B$, both within 1% of the true values. If bands overlap, the count gives no such handle.

**Q.** What does the measurement determine reliably, then?

**A.** The energies. $G$ is nonzero wherever an atom with nonzero cross section moves, so band edges stay in place, within the resolution. Intensities inside a band depend on the eigenvectors, and so does the question of which peak is the highest: in the model, with bins of 0.001 eV, the maximum of the low band lies in the bin from 0.030 to 0.031 eV in $g$ but in the bin from 0.022 to 0.023 eV in $G$.

To use the intensities, go the other way. Take a lattice model or a first-principles calculation with its eigenvectors, form $g_d$ and $U_d$, compute $G$ with the same cross sections and the same $Q$, and compare that with the data. If the model survives, take $g$ and the thermodynamics from the model. A single curve at fixed $Q$ cannot be inverted without such input, because it is one function made from two unknown ones.

**Q.** Two values of $Q$ would give two equations. The Debye-Waller factors differ between the atoms.

**A.** In principle that works, if the $U_d$ are known. In the model the weight ratio falls from 800 at $Q\to0$ to 592 at 4 Å$^{-1}$ and 240 at 8 Å$^{-1}$. The low-band share moves only from 0.0090 to 0.0095 and 0.0119, however, because hydrogen dominates both bands and its damping largely cancels in the ratio.

High $Q$ also brings in multiphonon scattering. The term of order $p$ in the expansion, integrated over all energies, is its value at $t=0$, namely $e^{-2W}(2W)^p/p!$. Orders two and above therefore make up

$$1-(1+2W)e^{-2W}$$

of an atom's total scattering, the elastic part included. For hydrogen at 4 Å$^{-1}$, $2W=16\times0.0233=0.373$, and the fraction is $1-1.373\times0.689=0.054$. At 8 Å$^{-1}$ it is 0.44. These fractions count all energies, and most of that intensity falls outside the two bands. Inside them, in the model, hydrogen's multiphonon part is 3% of its one-phonon part in the low band and 1% in the high band at 4 Å$^{-1}$, and 14% and 5% at 8 Å$^{-1}$, counted in scattered intensity (after division by $(n+1)/\omega$ the low-band figures become 2% and 9%, and the high-band ones stay the same). It must be subtracted before the curve is scaled to unit area or read as $G$, and the subtraction itself needs a model of the motion.

$Q$ need not be constant along a spectrum either. At a fixed scattering angle $\theta$, $Q^2=k^2+k'^2-2kk'\cos\theta$, and $k'$ changes with the energy loss. The weights then vary across the spectrum, and the computed $G$ should follow the same path.

**Q.** You assumed scattering lengths that average to zero. My metal scatters coherently.

**A.** Then waves from different metal atoms interfere. With one metal atom per cell, the sum over cells keeps only phonons whose wave vector equals $\mathbf Q$ up to a reciprocal lattice vector. Each appears with weight $|\mathbf Q\cdot\mathbf e_M|^2$, and the complete average over modes that produced $g_M$ is lost. A wide range of $Q$ can restore it approximately, because it covers many zones and so combines each phonon with many directions of $\mathbf Q$.

I computed this for the metal alone by sampling 40,000 random vectors, uniform in the volume of a spherical shell. The common factors, including $Q^2$ and the Debye-Waller factor, were removed, and the spectrum was collected in bins of 0.002 eV. As a measure of error take half the summed absolute difference from $g_M$, which is the fraction of the area in the wrong place. For $Q$ from 0.2 to 1.2 Å$^{-1}$, inside the first zone, it is 0.39. There $\mathbf Q$ is parallel to the phonon wave vector, so transverse modes are suppressed, and the shell covers less than half the volume of the zone, so the remaining wave vectors are missed. The two effects do not simply add. The same shell with all polarisations counted gives about 0.30, while the whole first zone with $\mathbf Q$ parallel to the wave vector gives about 0.51, so filling the first zone would not cure the error. For $Q$ from 6 to 12 Å$^{-1}$ it is about 0.01, a figure that includes the noise of the sampling and of the mesh behind $g_M$. A powder at one fixed magnitude of $Q$ gives about 0.2 at 4 Å$^{-1}$ and about 0.04 at 12 Å$^{-1}$. Using $\sigma_d$ for a coherent scatterer is thus an approximation that relies on the vectors $\mathbf Q$ covering many zones. With coherent scattering from several atoms in the cell, interference between them must average out as well.

**Q.** And if the sites are not cubic?

**A.** Then the Debye-Waller factor depends on the direction of $\mathbf Q$, and so does $|\mathbf Q\cdot\mathbf e|^2$. The average of their product is not the product of their averages. Take a site with $U_\parallel=0.03$ Å$^2$ along an axis and $U_\perp=0.01$ Å$^2$ across it, and let $c$ be the cosine of the angle between $\mathbf Q$ and the axis. A mode polarised along the axis is damped in the powder by

$$D_\parallel=\int_0^1dc\;3c^2\,e^{-Q^2[U_\perp+(U_\parallel-U_\perp)c^2]} .$$

For a transverse mode, $3c^2$ is replaced by $\frac32(1-c^2)$. Both prefactors average to 1, so for vanishing $U_\parallel$ and $U_\perp$ there would be no damping. Zero-point motion keeps both finite even at $T=0$. At $Q=4$ Å$^{-1}$ numerical integration gives 0.706 for the axial mode and 0.801 for the transverse one. The mean displacement $(U_\parallel+2U_\perp)/3$ would give 0.766 for both. In such a crystal the weight depends on the polarisation as well as on the atom, and the average over directions has to be done mode by mode.

**Q.** So I should label my curve a generalised density of states, state the $Q$ range, and leave the heat capacity to a model that reproduces the curve.

**A.** Yes, with the multiphonon part subtracted from the data or included in the calculation. If you plot the model's $g$ beside its $G$, the reader can also see how much of the low band is hydrogen riding on the metal.
